# Choosing Tail Terms in the Matsubara-to-Imaginary-Time Transform

## What dimensions and symmetry fix

A numerical transform from the imaginary-frequency axis to imaginary time has two related settings: the number $N$ of positive Matsubara frequencies, and the number $K$ of high-frequency tail terms treated analytically. Their effect on the imaginary-time function $G(\tau)$ follows largely from dimensions and one symmetry.

Set $\hbar=k_B=1$. For a fermion operator $d$ and a time-independent Hamiltonian $H$ that includes the chemical potential, let
$$G(\tau)=-\langle T\,d(\tau)d^\dagger(0)\rangle,\qquad d(\tau)=e^{\tau H}de^{-\tau H}.$$
Since $\{d,d^\dagger\}=1$, $G(\tau)$ is dimensionless. Its transform $G(i\omega)=\int_0^\beta d\tau\,e^{i\omega\tau}G(\tau)$ is an inverse energy, so in the tail
$$G(i\omega)\simeq\frac{c_1}{i\omega}+\frac{c_2}{(i\omega)^2}+\frac{c_3}{(i\omega)^3}+\cdots$$
$c_k$ has the dimension energy$^{k-1}$. Frequencies beyond a cutoff $\Omega$ are dropped. The transform is linear, so the error from the missing part of the term $c_p$ is proportional to $c_p$. It must have the form
$$E_p=c_p\,\Omega^{1-p}F_p(\Omega\tau,\beta\Omega),$$
with $F_p$ dimensionless. If $K$ terms are treated analytically, the first one still truncated has $p=K+1$. This suggests an error $\Omega^{-K}$ wherever $F_p$ stays finite. The analysis below confirms this near the ends of the interval and finds another factor $1/(\beta\Omega)$ inside.

The symmetry is antiperiodicity in $\tau$; it and the anticommutator together explain the slow $1/(i\omega)$ tail. For $0<\tau<\beta$, time ordering gives $G(\tau-\beta)=\langle d^\dagger d(\tau-\beta)\rangle$. With $Z=\mathrm{Tr}\,e^{-\beta H}$ and cyclic permutation,
$$G(\tau-\beta)=\frac1Z\mathrm{Tr}[d^\dagger e^{-\beta H}d(\tau)]=\frac1Z\mathrm{Tr}[e^{-\beta H}d(\tau)d^\dagger]=-G(\tau).$$
The frequencies are therefore $\omega_n=(2n+1)\pi/\beta$. At $\tau=0$ the extended function jumps by $G(0^+)-G(0^-)=-\langle dd^\dagger+d^\dagger d\rangle=-1$. A truncated Fourier sum cannot follow this jump.

## Where the coefficients come from

Insert eigenstates of $H$ into the trace. With $\varepsilon=E_n-E_m$ and
$$w_{mn}=|\langle m|d|n\rangle|^2(e^{-\beta E_m}+e^{-\beta E_n})/Z,$$
$G(\tau)$ is a sum, with weights $w$, of one-pole functions
$$G_\varepsilon(\tau)=-\frac{e^{-\varepsilon\tau}}{1+e^{-\beta\varepsilon}}.$$
Because $e^{i\omega_n\beta}=-1$,
$$\int_0^\beta d\tau\,e^{i\omega_n\tau}G_\varepsilon(\tau)=\frac{1+e^{-\beta\varepsilon}}{(i\omega_n-\varepsilon)(1+e^{-\beta\varepsilon})}=\frac1{i\omega_n-\varepsilon}.$$
A finite geometric sum gives the identity
$$\frac1{i\omega-\varepsilon}=\sum_{k=1}^K\frac{\varepsilon^{k-1}}{(i\omega)^k}+\frac{\varepsilon^K}{(i\omega)^K(i\omega-\varepsilon)}.\tag{1}$$
Hence $c_k=\sum w\,\varepsilon^{k-1}$: the coefficients are spectral moments, and $c_1=1$. The moments used must be finite. A continuous spectrum falling only as $\varepsilon^{-2}$ has no finite $c_3$. Its $c_2$ exists at most as a principal value, which requires equal leading tails on the two sides. A Lorentzian of centre $\varepsilon_0$ and half width $\Gamma$ shows the consequence: $G(i\omega)=1/(i\omega-\varepsilon_0+i\Gamma\,\mathrm{sgn}\,\omega)$ has the second term $(\varepsilon_0-i\Gamma\,\mathrm{sgn}\,\omega)/(i\omega)^2$. No real $c_2$ cancels the $\Gamma$ part, so $K=2$ raises neither the order inside the interval nor that of the largest error, and $K=3$ is not a valid choice. At the end points the $\Gamma$ part of this second term drops out for every $N$, because it is imaginary there; later tail terms can still make the error there depend on $\Gamma$.

Commutators reduce $c_k$ to equal-time thermal averages, with no sum over poles. Since $\langle m|[d,H]|n\rangle=\varepsilon\langle m|d|n\rangle$, each commutator with $H$ supplies one factor $\varepsilon$. Thus $c_2=\langle\{[d,H],d^\dagger\}\rangle$ and $c_3=\langle\{[d,H],[d,H]^\dagger\}\rangle$.

The coefficients also measure jumps. Differentiating $G_\varepsilon$ and adding its end values gives
$$G^{(k-1)}(0^+)+G^{(k-1)}(\beta^-)=(-1)^kc_k.$$
By antiperiodicity the left side is the jump of the $(k-1)$th derivative at $\tau=0$. So $c_1$ belongs to the jump in $G$, $c_2$ to the jump in slope, and $c_3$ to the jump in second derivative.

## What the program adds back

Let $g_k(\tau)$ be the function on $0<\tau<\beta$ whose transform is $1/(i\omega)^k$. With $x=\beta/2-\tau$,
$$G_\varepsilon=-\frac{e^{\varepsilon x}}{2\cosh(\beta\varepsilon/2)}
=-\frac12\left(1+\varepsilon x+\frac{\varepsilon^2x^2}{2}+\cdots\right)\left(1-\frac{\beta^2\varepsilon^2}{8}+\cdots\right).$$
For small $|\varepsilon|$ this series converges uniformly in $\tau$ and can be transformed term by term. Matching powers of $\varepsilon$ with $\sum_k\varepsilon^{k-1}/(i\omega)^k$ gives
$$g_1=-\frac12,\qquad g_2=-\frac x2=\frac{2\tau-\beta}{4},\qquad g_3=\frac{\beta^2/4-x^2}{4}=\frac{\tau(\beta-\tau)}4.$$
At the ends these are one-sided limits.

Define the remainder $R_K(i\omega)=G(i\omega)-\sum_{k=1}^Kc_k/(i\omega)^k$. Here $G(\tau)$ is real, so negative frequencies give complex conjugates, and the algorithm is
$$G_N(\tau)=\sum_{k=1}^Kc_kg_k(\tau)+\frac2\beta\sum_{n=0}^{N-1}\mathrm{Re}\left[e^{-i\omega_n\tau}R_K(i\omega_n)\right].\tag{2}$$
The cutoff lies halfway between the last kept and first dropped frequency: $\Omega=2\pi N/\beta$. The error $E=G_N-G$ is minus the omitted part,
$$E(\tau)=-\frac2\beta\,\mathrm{Re}\sum_{n\ge N}e^{-i\omega_n\tau}R_K(i\omega_n).\tag{3}$$
For $K=0$ this holds inside the interval; at $\tau=0$ the symmetric Fourier sum converges to the midpoint of the jump instead.

## Guaranteed orders

Let $M_K=\sum w|\varepsilon|^K$. Since $|i\omega-\varepsilon|\ge|\omega|$, equation (1) gives $|R_K|\le M_K/|\omega|^{K+1}$. Each $\omega_n$ is the midpoint of a cell of width $2\pi/\beta$, and a convex function at the midpoint does not exceed its cell average. Therefore, for $K\ge1$,
$$|E|\le\frac{M_K}{\pi}\int_\Omega^\infty\frac{d\omega}{\omega^{K+1}}=\frac{M_K}{\pi K\Omega^K}.$$
This bound covers the whole closed interval.

Inside, the oscillating phases help. Put $\theta=\pi\tau/\beta$, $z=e^{-2i\theta}$, and $h_n=R_K(i\omega_n)$. Shifting the index in one copy of the sum gives
$$(1-z)\sum_{n\ge N}z^nh_n=z^Nh_N+\sum_{n>N}z^n(h_n-h_{n-1}).\tag{4}$$
For one pole, differentiation gives $|dR_K/d\omega|\le(K+1)|\varepsilon|^K/\omega^{K+2}$. The differences therefore add up to at most $M_K/\omega_N^{K+1}$, and $|h_N|$ obeys the same bound. With $|1-z|=2\sin\theta$,
$$|E(\tau)|\le\frac{2M_K}{\beta\,\omega_N^{K+1}\sin(\pi\tau/\beta)}.$$
This also holds for $K=0$. At fixed interior $\tau$ the order is thus $N^{-(K+1)}$; over the whole interval it is $N^{-K}$.

## The size of the error inside

To leading order, replace $R_K$ by $h(\omega)=c_p/(i\omega)^p$ with $p=K+1$, and keep the first term of (4). Because $\omega_N\tau=\Omega\tau+\theta$ and $1-z=2ie^{-i\theta}\sin\theta$,
$$\sum_{n\ge N}e^{-i\omega_n\tau}h(\omega_n)\simeq\frac{e^{-i\Omega\tau}h(\Omega)}{2i\sin\theta}.$$
Using $i^{-(p+1)}=e^{-i(p+1)\pi/2}$ in (3),
$$E(\tau)\simeq-\frac{c_p\cos[\Omega\tau+(p+1)\pi/2]}{\beta\,\Omega^p\sin(\pi\tau/\beta)}.\tag{5}$$
When $c_p\ne0$, ringing at the cutoff frequency remains for every finite $N$. Each further subtraction makes it decay one power faster, provided the subtracted coefficient and the one after it are both nonzero. If $c_2=0$, for instance, $K=1$ and $K=2$ are the same calculation.

## The ends, and what removes the Gibbs overshoot

Formula (5) fails when $\tau$ is comparable with $1/\Omega$. There, for $N\gg1$, the phase changes little between neighbouring frequencies, and the sum becomes an integral. With $s=\Omega\tau$ and $\omega=\Omega u$,
$$E\simeq-\frac{c_p}{\pi}\Omega^{1-p}\,\mathrm{Re}\left[i^{-p}\int_1^\infty\frac{e^{-isu}}{u^p}du\right].\tag{6}$$
This is the form required by dimensions. The other end behaves alike, because $e^{-i\omega_n(\beta-t)}=-e^{i\omega_nt}$.

For $K=0$, $p=1$ and the real part is $-\int_1^\infty\sin(su)\,du/u$. Thus
$$E\simeq\frac1\pi\left[\frac\pi2-\mathrm{Si}(s)\right],\qquad\mathrm{Si}(s)=\int_0^s\frac{\sin t}{t}dt.$$
For $N\gg1$ and a cutoff well above the poles, the error is close to $1/2$ at the end and to $-0.0895$ at $s=\pi$. The second value is the Gibbs overshoot, about 9% of the unit jump. As $N$ grows, the overshoot moves closer to the end, but its size tends to this value and not to zero.

Subtracting $c_1$ removes the jump from the numerical sum, and with it the persistent overshoot. Subtracting $c_2$ and $c_3$ removes the next two discontinuities from the numerical sum. With the cutoff well above the poles, this also reduces the ordinary ringing that remains, provided the subtracted term is the leading part of the remainder at the cutoff. In (6) the largest error is $S_p|c_p|/\Omega^{p-1}$. For $p=2$ and $p=4$ the integral is largest at $s=0$, where it equals $1/(p-1)$, so $S_2=1/\pi$ and $S_4=1/(3\pi)$. For $p=3$, numerical maximization gives $S_3=0.122$.

## An interacting example

Take an Anderson impurity with one bath site and, for each spin, hybridization $V$. Energies are in units of $V$ and times in $1/V$. The parameters are $U=4$, impurity level $\varepsilon_d=-1$, bath level $0.5$, $\beta=10$, and zero chemical potential.

With bath operator $b$ and opposite-spin occupation operator $\bar n$,
$$[d,H]=(\varepsilon_d+U\bar n)d+Vb.$$
The anticommutator with $d^\dagger$ gives $c_2=\varepsilon_d+U\langle\bar n\rangle$. In $c_3$ the mixed terms vanish because $d$ and $b^\dagger$ anticommute; since $\bar n^2=\bar n$,
$$c_3=\varepsilon_d^2+(2\varepsilon_dU+U^2)\langle\bar n\rangle+V^2.$$
Diagonalization gives occupation $0.449295$ per spin. Hence $c_2=-1+4(0.449295)=0.79718$ and $c_3=1+8(0.449295)+1=5.59436$. The next moment is $c_4=15.0515$.

Choose $N=32$, so $\Omega=64\pi/10=20.106$, and $\tau=1$. Then $g_2=-2$ and $g_3=2.25$. The analytic part for $K=3$ is
$$-0.5-2(0.79718)+2.25(5.59436)=10.49295.$$
The frequency sum adds $-10.60701$, giving $-0.11406$; the exact value is $-0.114085$.

| $K$ | $G_N(1)$ | error | formula (5) |
|---|---|---|---|
| 0 | $-0.10906$ | $5.03\times10^{-3}$ | $4.97\times10^{-3}$ |
| 1 | $-0.11473$ | $-6.48\times10^{-4}$ | $-6.07\times10^{-4}$ |
| 2 | $-0.11415$ | $-6.79\times10^{-5}$ | $-6.88\times10^{-5}$ |
| 3 | $-0.11406$ | $2.82\times10^{-5}$ | $2.83\times10^{-5}$ |

Relative to the exact $|G(1)|$, the error falls from 4.4% to 0.025%. Over the middle half of the interval, the observed orders between $N=128$ and 256 are 1.00, 2.00, 3.00 and 4.00 for $K=0$ to 3. Over the whole interval they are 0.005, 0.999, 2.005 and 2.998.

At $\tau=\beta/(2N)$, where $s=\pi$, the $K=0$ error is $-0.0901$ for $N=32$ and still $-0.0896$ for $N=512$. With $K=1$ it falls from $-6.0\times10^{-4}$ to $-8.9\times10^{-5}$. This is less than the sixteenfold reduction of a pure $1/N$ law: at $N=32$ the $c_2$ contribution, $-1.47\times10^{-3}$, is partly cancelled by $+8.1\times10^{-4}$ from $c_3$.

## Choosing the two settings

**First place the cutoff above the important poles.** By (1), subtraction multiplies the magnitude of a pole's contribution at frequency $\omega$ by $(|\varepsilon|/\omega)^K$. It helps above $|\varepsilon|$ and hurts below. Here poles with weight above $10^{-6}$ extend to $\varepsilon=4.61$. With $N=1$, $\Omega=0.63$, and the largest error on the whole interval rises from $0.18$ for $K=1$ to $1.35$ for $K=3$. With $N=16$, $\Omega=10.1$, and the same comparison gives $2.4\times10^{-2}$ and $1.5\times10^{-3}$.

**Then choose $N$ from the required accuracy.** For a largest absolute error $\eta$, the leading estimate is
$$\Omega\approx\left(\frac{S_{K+1}|c_{K+1}|}{\eta}\right)^{1/K},\qquad N=\frac{\beta\Omega}{2\pi}\qquad(K\ge1).$$
In the example, $\eta=10^{-4}$ and $K=3$ give $\Omega\approx(0.1061\times15.05/10^{-4})^{1/3}\approx25$, or $N\approx40$. For $K=2$ the estimate is $N\approx130$; for $K=1$ it is about 4000. These are asymptotic estimates, not bounds. If $c_{K+1}$ is unknown, double $N$: in the asymptotic regime the largest error should fall by $2^K$, or faster if $c_{K+1}=0$.

**Use accurate coefficients.** An error $\delta$ in $c_k$ enters both parts of (2). It changes the result by $-\delta$ times the truncation error (truncated sum minus exact function) of $g_k$, which inside the interval is of order $N^{-k}$. Making $c_2$ wrong by 10% at $K=3$ reduces the observed order to 2.03. At $N=256$ the largest error in the middle half rises from $3.2\times10^{-9}$ to $4.4\times10^{-7}$. This exceeds the $1.9\times10^{-7}$ of $K=2$ with correct coefficients. The result still converges, but the gain in order is lost: at large $N$ the error in $c_2$ dominates.

**For occupations, $c_3$ makes no difference.** The occupation is $n=1+G(0^+)$. At $\tau=0$, $g_3=0$ and $\mathrm{Re}[c_3/(i\omega)^3]=0$, so $K=2$ and $K=3$ give the same $n$. At $N=32$ the signed errors in $n$ for $K=0$ to 3 are $0.51$, $1.2\times10^{-2}$, $-1.9\times10^{-4}$ and $-1.9\times10^{-4}$. From (6), the last two are approximately $-c_4/(3\pi\Omega^3)=-2.0\times10^{-4}$.

## Why an FFT grid can flatter the result

A fast Fourier transform evaluates (2) at $\tau_j=j\beta/(2N)$. Writing $n=m-N$, the frequency part is
$$\frac{(-1)^je^{-i\pi j/(2N)}}\beta\sum_{m=0}^{2N-1}e^{-2\pi imj/(2N)}R_K(i\omega_{m-N}).$$
On these points $\Omega\tau_j=\pi j$, so the cosine in (5) vanishes for even $p$, that is, for odd $K$.

The next term follows by applying (4) twice. Use $h(\omega_N)\simeq h(\Omega)+(\pi/\beta)h'(\Omega)$ and differences $h_n-h_{n-1}\simeq(2\pi/\beta)h'(\Omega)$ near the cutoff. The coefficient of $(\pi/\beta)h'(\Omega)e^{-i\Omega\tau}$ is
$$\frac1{2i\sin\theta}-\frac{e^{-i\theta}}{2\sin^2\theta}=-\frac{\cos\theta}{2\sin^2\theta}.$$
Now $h'=-ph/\Omega$, and the tail term $c_{p+1}$ contributes at the same order through (5). For even $p$, with $\theta_j=\pi\tau_j/\beta$, the sum is
$$E(\tau_j)\simeq-\frac{(-1)^{j+p/2}}{\beta\Omega^{p+1}\sin\theta_j}\left[\frac{\pi p\,c_p}{\beta}\cot\theta_j-c_{p+1}\right].$$
The interior orders seen on the grid for $K=0,1,2,3$ are therefore 1, 3, 3 and 5; the example gives 1.00, 3.00, 3.00 and 5.00. For $K=1$ and $N=256$, the largest error in the middle half is $2.1\times10^{-7}$ on the grid but $4.3\times10^{-6}$ between its points. If $G$ is needed at other times, test (2) there as well. The numerical check compares these formulas with thermal traces for the same impurity.

## Values computed for the example and the checks

```
V = 1 (energy unit); U = 4 V; beta = 10 /V
impurity level = -1 V; bath level = 0.5 V
occupation per spin = 0.44929515
c1 = 1.00000000 V^0
c2 = 0.79718060 V^1
c3 = 5.59436121 V^2
c4 = 15.05146778 V^3
c5 = 86.92582060 V^4
lowest/highest pole with weight > 1e-6: -2.7575 4.6083 V
Point: tau = 1 /V, N = 32, cutoff = 20.10619 V
exact G(tau) = -0.1140854869
K=0 analytic 0.00000000 sum -0.10905782 total -0.10905782
K=0 error 5.0277e-03 leading formula 4.9736e-03
K=1 analytic -0.50000000 sum 0.38526664 total -0.11473336
K=1 error -6.4787e-04 leading formula -6.0691e-04
K=2 analytic -2.09436121 sum 1.98020786 total -0.11415335
K=2 error -6.7861e-05 leading formula -6.8827e-05
K=3 analytic 10.49295151 sum -10.60700875 total -0.11405724
K=3 error 2.8246e-05 leading formula 2.8345e-05
Max |error|, beta/4 <= tau <= 3beta/4, K=0,1,2,3:
N=1: 4.894e-02 8.798e-02 1.768e-01 1.041e+00
N=16: 1.341e-02 1.137e-03 6.871e-04 1.904e-04
N=32: 6.943e-03 2.780e-04 9.412e-05 1.258e-05
N=64: 3.505e-03 6.927e-05 1.206e-05 8.020e-07
N=128: 1.757e-03 1.734e-05 1.518e-06 5.053e-08
N=256: 8.790e-04 4.344e-06 1.900e-07 3.169e-09
interior orders N=128->256: 0.999 1.997 2.998 3.995
Max |error|, whole interval, K=0,1,2,3:
N=1: 5.999e-01 1.819e-01 3.708e-01 1.349e+00
N=16: 5.238e-01 2.384e-02 6.774e-03 1.470e-03
N=32: 5.124e-01 1.243e-02 1.721e-03 1.929e-04
N=64: 5.063e-01 6.286e-03 4.284e-04 2.444e-05
N=128: 5.032e-01 3.152e-03 1.065e-04 3.064e-06
N=256: 5.016e-01 1.577e-03 2.653e-05 3.835e-07
uniform orders N=128->256: 0.005 0.999 2.005 2.998
end constants, theory: 0.50000 0.31831 0.12221 0.10610
end constants, N=512: 0.50079 0.31829 0.12242 0.10609
leading-formula relative mismatch, N=512: 0.0034 0.0238 0.0113 0.0219
Gibbs dip limit = -0.089490
error at tau=beta/(2N), K=0, N=32,256,512: -9.0134e-02 -8.9662e-02 -8.9579e-02
error at tau=beta/(2N), K=1, N=32,256,512: -6.0327e-04 -1.7143e-04 -8.8930e-05
its K=1 parts from c2,c3,c4,c5, N=32: -1.474e-03 8.080e-04 8.326e-05 -1.878e-05
its K=1 parts from c2,c3,c4,c5, N=512: -9.211e-05 3.156e-06 2.033e-08 -2.866e-10
its K=1 order N=256->512 = 0.947
FFT-node max errors N=256, K=0..3: 8.790e-04 2.070e-07 1.900e-07 1.389e-10
FFT-node orders N=128->256: 0.999 2.997 2.998 4.996
occupation errors N=32, K=0..3: 5.1243e-01 1.2429e-02 -1.9016e-04 -1.9016e-04
occupation orders N=128->256: 0.005 0.999 2.998 2.998
c2 wrong by 10%, K=3, max interior error N=128,256: 1.782e-06 4.373e-07
order with wrong c2 = 2.027
```
